# Figure-Eight Motion and Odd On-Axis Harmonics in a Linearly Polarized Wave

## 1. Two wrong guesses

An electron in a strong, linearly polarized wave is shaken along the electric field at the wave frequency. If that were its whole motion, and a pure sinusoid in time, it would radiate a single line along the axis. But the magnetic force also shakes it along the propagation direction, at twice the frequency, which suggests a second harmonic. Both guesses fail for light sent straight back against the wave. For an 800 nm wave with a peak field of about $4\times10^{12}$ V/m, meeting head-on an electron of Lorentz factor 50, a detector tuned to the second harmonic at 20.7 keV would sit at a null, while there is a strong line at 31.0 keV.

The longitudinal motion does not itself radiate along the axis. It changes both the wave phase felt by the electron and the arrival time of the field radiated by the transverse motion. For backward emission these two effects add and produce the odd harmonics above the first; for forward emission they cancel.

## 2. Motion in the wave

The electron has charge $-e$, with $e>0$, and mass $m$. SI units are used, with $\mathbf u=\mathbf p/(mc)$ and $\boldsymbol\beta=\mathbf v/c=\mathbf u/\gamma$. The wave travels along $+z$:

$$\mathbf A=\hat{\mathbf x}\,\frac{mc}{e}\,a(\phi),\qquad \phi=\omega_0(t-z/c),\qquad k_0=\omega_0/c .$$

With $a'=da/d\phi$, its fields are

$$E_x=-\partial_tA_x=-\frac{mc\omega_0}{e}a',\qquad B_y=\partial_zA_x=\frac{E_x}{c}.$$

Since $(\mathbf v\times\mathbf B)_x=-v_zB_y$ and $(\mathbf v\times\mathbf B)_z=v_xB_y$, the Lorentz force and the work done by the field give

$$\frac{du_x}{dt}=\omega_0a'(1-\beta_z),\qquad \frac{du_z}{dt}=\omega_0a'\beta_x,\qquad \frac{d\gamma}{dt}=\omega_0a'\beta_x .$$

Because $d\phi/dt=\omega_0(1-\beta_z)$, the first right-hand side is $da/dt$. The other two are equal. For an electron with no transverse momentum before the wave arrives,

$$u_x=a(\phi),\qquad \gamma-u_z=h=\text{constant}.$$

These laws also hold while the wave is being switched on. We take a slow switch-on followed by $N$ whole cycles with $a=a_0\cos\phi$.

The relation $\gamma^2-u_z^2=1+u_x^2$ gives $\gamma+u_z=(1+u_x^2)/h$. Half the difference between this and $\gamma-u_z=h$ is

$$u_z=\frac{1+a_0^2\cos^2\phi-h^2}{2h}.$$

Also $1-\beta_z=h/\gamma$, so $dt=\gamma\,d\phi/(\omega_0h)$. The factor $\gamma$ cancels from the displacements:

$$k_0\frac{dx}{d\phi}=\frac{u_x}{h},\qquad k_0\frac{dz}{d\phi}=\frac{u_z}{h}.$$

Write $\cos^2\phi=(1+\cos2\phi)/2$ and define $M^2=1+a_0^2/2$. Integration from $\phi=0$, with the origin placed there, gives

$$k_0x=\frac{a_0}{h}\sin\phi,\qquad
k_0z=\frac{M^2-h^2}{2h^2}\phi+\frac{a_0^2}{8h^2}\sin2\phi .$$

## 3. The figure eight

The term linear in $\phi$ is a drift. It vanishes for $h=M$, which defines the frame where the electron is at rest on average. An electron that was at rest before the wave arrived has $h=1$ instead. It drifts forward, and its laboratory orbit does not close.

In the average rest frame let $X$ and $Z$ be coordinates in units of the inverse wave number in that frame, and put $q=a_0/M$. Then

$$X=q\sin\phi,\qquad Z=\frac{q^2}{8}\sin2\phi=\frac{q^2}{4}\sin\phi\cos\phi .$$

Squaring $Z$ and using $\sin^2\phi=X^2/q^2$ eliminates the phase:

$$Z^2=\frac{q^4}{16}\,\frac{X^2}{q^2}\left(1-\frac{X^2}{q^2}\right)
\quad\Longrightarrow\quad \boxed{16Z^2=X^2(q^2-X^2)} .$$

This is an eight with its long direction along the electric field and its crossing at the origin. The ratio of the extents is $q/8$. For $a_0\ll1$ the eight shrinks to a line. For $a_0\to\infty$, $q^2=a_0^2/(1+a_0^2/2)\to2$, and the ratio tends to $\sqrt2/8\approx0.18$.

A boost along $z$ multiplies $\omega_0$ and divides $h$ by the same Doppler factor, so $\omega_0h$ is invariant. The wave frequency in the average rest frame is therefore $\omega_0h/M$. The transverse potential, and with it $a_0$, is unchanged.

## 4. Emission of one photon by this current

At tree level, to lowest order in the coupling to the emitted photon, take the electron current as prescribed by the orbit. This neglects photon recoil and spin. A photon mode in volume $V$, with polarization $\boldsymbol\epsilon$ and $\mathbf k=\omega\mathbf n/c$, has vector-potential amplitude $\sqrt{\hbar/(2\epsilon_0\omega V)}$. First-order perturbation theory with the coupling $-\int\mathbf J\cdot\mathbf A\,d^3r$ gives, up to a phase,

$$C=\frac{e}{\hbar}\sqrt{\frac{\hbar}{2\epsilon_0\omega V}}
\int \boldsymbol\epsilon^*\!\cdot\mathbf v\;e^{i\omega(t-\mathbf n\cdot\mathbf r/c)}dt .$$

Multiply $|C|^2$ by the number of modes, $V\omega^2d\omega\,d\Omega/(2\pi c)^3$, and sum over polarizations. With $\mathbf v=c\boldsymbol\beta$ and $\alpha=e^2/(4\pi\epsilon_0\hbar c)$,

$$\frac{d^2N_\gamma}{d\Omega\,d\omega/\omega}=\frac{\alpha\,\omega^2}{4\pi^2}
\left|\int\boldsymbol\beta_\perp e^{i\omega(t-\mathbf n\cdot\mathbf r/c)}dt\right|^2 .$$

Here $\boldsymbol\beta_\perp$ is perpendicular to $\mathbf n$. Multiplication by $\hbar$ gives the classical energy radiated per unit $\omega$ and solid angle, so $\hbar$ drops out of that energy. We keep only the contribution of the $N$ flat cycles. This is a simplification, not a small correction: near the top of a slow ramp the amplitude is almost $a_0$, and the field radiated there adds to the lines. The strengths below therefore describe the flat part alone. For a whole pulse with ramps of several cycles, the density at a line centre can differ by tens of percent or more.

## 5. Why the backward lines are odd

For emission against the wave, $\mathbf n=-\hat{\mathbf z}$ and $\boldsymbol\beta_\perp=\beta_x\hat{\mathbf x}$. The phase is

$$\omega(t+z/c)=\frac{\omega}{\omega_0}(\phi+2k_0z)
=\frac{\omega}{\omega_0}\left[\frac{M^2}{h^2}\phi+\frac{a_0^2}{4h^2}\sin2\phi\right].$$

The $-h^2/h^2$ in the drift term has cancelled the initial $\phi$. When $\phi$ grows by $2\pi$, the phase grows by $2\pi\omega/\omega_1$, where

$$\omega_1=\omega_0\frac{h^2}{M^2}.$$

Successive cycles add in phase at $\omega_n=n\omega_1$. There the phase becomes

$$n\phi+\zeta_n\sin2\phi,\qquad
\zeta_n=\frac{na_0^2}{4M^2}=\frac{na_0^2}{4+2a_0^2}.$$

The drift parameter $h$ has disappeared from $\zeta_n$: the harmonic content is the same in the laboratory and in the average rest frame.

Since $\beta_xdt=(a_0/\omega_0h)\cos\phi\,d\phi$, the line is governed by

$$I_n=\frac1{2\pi}\int_0^{2\pi}\cos\phi\;e^{i(n\phi+\zeta_n\sin2\phi)}d\phi .$$

Replace $\phi$ by $\phi+\pi$, which leaves an integral over a full period unchanged. The cosine changes sign, $\sin2\phi$ does not, and $e^{in\phi}$ gains $(-1)^n$. Hence $I_n=-(-1)^nI_n$, so $I_n=0$ for even $n$. The two halves of the eight send equal and opposite contributions to the detector.

With a finite number of cycles there is still weak radiation near an even harmonic. At $\omega=\nu\omega_1$ the total amplitude is the one-cycle amplitude times a sum of $N$ phases, of magnitude $|\sin(\pi N\nu)/\sin(\pi\nu)|$. Near an even integer the one-cycle amplitude vanishes in proportion to the distance from it, which cancels the growth of the sum. The remaining intensity does not grow as $N^2$, whereas an odd line does.

The null belongs to the flat cycles. In the ramps of a real pulse the local $M^2$ is smaller, so line $n$ sweeps from $nM^2\omega_1$ down to $n\omega_1$ and crosses $(n+1)\omega_1$ when $nM^2>n+1$; for the fundamental this happens when $a_0>\sqrt2$. With ten flat cycles and $\sin^2$ ramps of a few cycles, the density at $2\omega_1$ stays at about $10^{-4}$ of the first line or below for $a_0=1$. For $a_0=2.5$ and six-cycle ramps it reaches about 9%, and the density at $4\omega_1$ is about 18% of the third line.

## 6. The difference of two Bessel functions

For odd $n$, use

$$e^{i\zeta\sin2\phi}=\sum_{m=-\infty}^{\infty}J_m(\zeta)e^{2im\phi},\qquad
\cos\phi=\tfrac12(e^{i\phi}+e^{-i\phi}).$$

The integral keeps the terms with $n+2m\pm1=0$, that is, $m=-(n\pm1)/2$. Put $s=(n-1)/2$. Then

$$I_n=\tfrac12\left[J_{-(s+1)}(\zeta_n)+J_{-s}(\zeta_n)\right].$$

The identity $J_{-j}=(-1)^jJ_j$ gives the two terms opposite signs:

$$\boxed{I_n=\frac{(-1)^s}{2}[JJ]_n,\qquad
[JJ]_n=J_{(n-1)/2}(\zeta_n)-J_{(n+1)/2}(\zeta_n)} .$$

To obtain the strength, add $N$ equal cycles. The time integral is $(a_0/\omega_0h)\,2\pi N I_n$, of magnitude $\pi Na_0|[JJ]_n|/(\omega_0h)$. With $\omega_n=n\omega_0h^2/M^2$,

$$\frac{\alpha}{4\pi^2}\,\frac{n^2\omega_0^2h^4}{M^4}\,
\frac{\pi^2N^2a_0^2[JJ]_n^2}{\omega_0^2h^2}
=\alpha N^2\left(\frac h2\right)^2g_n,$$

$$g_n=\frac{n^2a_0^2[JJ]_n^2}{M^4}.$$

This is the number of photons per steradian and per unit relative bandwidth at the line centre.

**Weak field.** For $a_0\ll1$, $J_s(\zeta)\approx(\zeta/2)^s/s!$ and the second Bessel function is smaller by a factor of order $a_0^2$. With $\zeta_n/2\approx na_0^2/8$,

$$g_n\approx n^2a_0^2\left[\frac{(na_0^2/8)^s}{s!}\right]^2\propto a_0^{2n}.$$

Thus $g_1\approx a_0^2$ and $g_3\approx81a_0^6/64$. The power $a_0^{2n}$ is the $n$th power of the intensity, as expected for absorption of $n$ wave photons.

**Strong field.** For $a_0\to\infty$ at fixed $n$ and $h$, $\zeta_n\to n/2$ and $M^4\to a_0^4/4$. Then $g_n\to4n^2[J_s(n/2)-J_{s+1}(n/2)]^2/a_0^2$. A given line weakens and moves to lower frequency, because $\omega_n\propto1/M^2$.

## 7. Other directions

Straight forward, $\mathbf n=+\hat{\mathbf z}$ and the phase is $(\omega/\omega_0)\phi$. It has no modulation in $\phi$, so the integral of $\cos\phi\,e^{in\phi}$ leaves the fundamental alone. Of the two directions along the axis, only the backward one shows the odd series. Away from the axis, odd and even lines generally occur together.

Now tilt the direction from the backward axis by a small angle $\theta$ in the average rest frame, towards $x$. The phase of the second harmonic gains $-2q\theta\sin\phi$ to first order. For small $q$ its transverse amplitude has two parts:

$$-2iq^2\theta\left\langle\sin\phi\cos\phi\,e^{2i\phi}\right\rangle=\frac{q^2\theta}{2},\qquad
\theta\frac{q^2}{4}\left\langle\cos2\phi\,e^{2i\phi}\right\rangle=\frac{q^2\theta}{8}.$$

Angle brackets denote the average over a cycle. The first part comes from the changed path length, the second from the longitudinal velocity now seen from the side. They add to $5q^2\theta/8$. The on-axis fundamental has amplitude $q/2$ in this limit, and power carries a factor $n^2$, so the power ratio is

$$\frac{4(5q^2\theta/8)^2}{(q/2)^2}=\frac{25}{4}q^2\theta^2 .$$

For a tilt towards $y$ the path-length term is absent, because the orbit has no $y$ extent. The same calculation gives $q^2\theta^2/4$. In both planes the second harmonic vanishes on the axis and rises quadratically with angle.

## 8. The planar undulator

In the midplane of a static undulator, let $\psi=k_uz$ and

$$B_y=-\frac{mck_uK}{e}\sin\psi .$$

The transverse force is $ev_zB_y$, so $du_x/dz=eB_y/(mc)$ and $u_x=K\cos\psi$ for zero mean transverse momentum. A magnetic field does no work, so $\gamma$ is constant and

$$\beta_z^2=1-\frac{1+K^2\cos^2\psi}{\gamma^2}.$$

For $\gamma\gg1,K$, expansion of the inverse root gives

$$\frac1{\beta_z}-1\approx\frac{1+K^2\cos^2\psi}{2\gamma^2}
=\frac1{2\gamma^2}\left[1+\frac{K^2}{2}+\frac{K^2}{2}\cos2\psi\right].$$

The detector is now ahead of the electron. Setting $M^2=1+K^2/2$ and integrating the delay,

$$\omega(t-z/c)=\frac{\omega}{2\gamma^2ck_u}
\left[M^2\psi+\frac{K^2}{4}\sin2\psi\right].$$

At $\omega=n\omega_1$, with $\omega_1=2\gamma^2ck_u/M^2$, this is $n\psi+nK^2\sin2\psi/(4M^2)$. It is the phase of section 5 with $K=a_0$. The transverse velocity is again proportional to a cosine, so the same $[JJ]_n$ follows.

The strength agrees too. Here $\beta_xdt\approx K\cos\psi\,d\psi/(\gamma ck_u)$, and the steps of section 6 give $\alpha N^2\gamma^2g_n$. For a fast head-on electron in the wave $h/2\approx\gamma_0$, so the two results coincide. Comparing the frequencies $4\gamma_0^2\omega_0/M^2$ and $2\gamma^2ck_u/M^2$ gives $k_u=2k_0$: the wave acts as an undulator of half its wavelength.

The correspondence has corrections of relative order $1/\gamma^2$. For $K=1$, the scaled fundamental amplitude $K[JJ]_1/2\approx0.455$ differs from that of the full undulator orbit by $1.4\times10^{-4}$ at $\gamma=50$ and $1.4\times10^{-6}$ at $\gamma=500$. These are absolute differences in the scaled amplitude, and their ratio of 100 is the expected scaling.

## 9. Worked example

Take a wavelength of 800 nm, $a_0=1$, ten flat cycles, and an electron with $\gamma_0=50$ moving against the wave. The peak field is $4.01\times10^{12}$ V/m and the mean intensity $2.14\times10^{18}$ W/cm². The orbit parameters are

$$M^2=1.5,\qquad h=50+\sqrt{50^2-1}=99.99,\qquad q=\frac1{\sqrt{1.5}}=0.8165 .$$

In the average rest frame the wavelength is $800\times1.2247/99.99=9.80$ nm. Dividing by $2\pi$ gives the length unit. The eight reaches $\pm1.27$ nm along $x$ and $\pm0.130$ nm along $z$, a ratio of 0.102.

The wave photon energy is 1.5498 eV. The first line lies at

$$\frac{99.99^2}{1.5}\times1.5498\ \text{eV}=6665\times1.5498\ \text{eV}=10.33\ \text{keV}.$$

The strengths are

- $n=1$: $\zeta_1=1/6$, $[JJ]_1=0.993-0.083=0.910$, and $g_1=0.910^2/2.25=0.368$.
- $n=3$: $\zeta_3=1/2$, $[JJ]_3=0.2423-0.0306=0.2117$, and $g_3=9\times0.2117^2/2.25=0.179$. The line is at 30.99 keV.
- $n=5$: $\zeta_5=5/6$, $[JJ]_5=0.08189-0.01154=0.07035$, and $g_5=25\times0.07035^2/2.25=0.055$. The line is at 51.65 keV.

With $\alpha\approx1/137$, the peak density of the first line is

$$\frac{100}{137}\times(49.995)^2\times0.368\approx671$$

photons per steradian and unit relative bandwidth. Lines 3 and 5 give 327 and 100. These are densities, not photon counts: a detector accepting $10^{-6}$ sr and a relative bandwidth of 0.01 at the first line receives about $671\times10^{-8}=6.7\times10^{-6}$ photons per electron from the flat cycles.

The third line is not weak: its peak density is 49% of the first. Its $[JJ]$ factor is much smaller, but the factor $n^2=9$ compensates much of this.

At 0.5 rad from the backward axis in the average rest frame, the second harmonic has 0.76 of the on-axis fundamental power for a tilt towards $x$, and 0.045 for a tilt towards $y$. The leading estimates of section 7 give 1.04 and 0.042. Neither $q$ nor the angle is small here, so the leading terms can be trusted only roughly, and the closeness of the second estimate should not be taken as a sign of accuracy.

Integration of the Lorentz force confirmed the closed eight and the line amplitudes for $a_0=0.5$, 1 and 2.5. In a further test, the sum over odd lines matched the on-axis power found directly from velocity and acceleration. The values are in the numerical output.

## 10. When the result fails

**Recoil.** The phase of the electron's wave function has the canonical momentum as its gradient. In a periodic wave it is therefore a plane-wave phase, set by the average momentum, plus a periodic function of $\phi$. The periodic part can change the momentum by whole wave photons. The average momentum obeys $\bar\gamma-\bar u_z=h$ and $\bar\gamma+\bar u_z=M^2/h$, averaged over $\phi$, so $M$ acts as an effective mass in units of $m$.

Let $w_0=\hbar\omega_0/(mc^2)$, and let $w$ be the emitted photon energy in the same unit. A wave photon adds $2w_0$ to the sum of energy and $z$ momentum and nothing to their difference. A backward photon removes $2w$ from the difference. Hence

$$(h-2w)\left(\frac{M^2}{h}+2nw_0\right)=M^2
\quad\Longrightarrow\quad w=\frac{nw_0h^2}{M^2+2nw_0h}.$$

Recoil is a small correction when $2nw_0h/M^2\ll1$. For the classical formula to place a line correctly within its width, the shift must also be small compared with the relative width, of order $1/(nN)$. In the example the relative downward shift is $4.0\times10^{-4}$ for $n=1$ and $2.0\times10^{-3}$ for $n=5$. The spin current carries an explicit factor $\hbar$ and is dropped in the same limit. The absence of even lines is claimed here in that limit and not beyond it.

**Radiation reaction.** The changes of $\gamma$ and $u_z$ cancel in the invariant acceleration, leaving $du_x/d\tau=-a_0\omega_0h\sin\phi$, with $\tau$ the proper time. With the classical electron radius $r_e$, the radiated power is $P=\tfrac23r_emc\,(du_x/d\tau)^2$. For $h\gg1,a_0$, $\gamma\approx\gamma_0$ and $dt\approx\gamma_0d\phi/(\omega_0h)$. The relative energy loss per cycle is then

$$\frac{2r_e}{3c}\,\frac{a_0^2\omega_0^2h^2}{\omega_0h}\int_0^{2\pi}\sin^2\phi\,d\phi
=\frac{2\pi}{3}r_ek_0a_0^2h .$$

Here it is $4.6\times10^{-6}$, or $4.6\times10^{-5}$ over ten cycles. Since $\omega_n\propto h^2$, the classical drift of the lines is about $10^{-4}$ of their frequency, far less than their relative width of order $1/(nN)$, which is 0.02 for $n=5$. This smooth drift is an average over many electrons: the mean loss in ten cycles is about 1.2 keV, well below the 10.33 keV of a single photon in the first backward line. A much longer pulse or a larger $a_0^2h$ would break the equality of the cycles on which the narrow lines depend.

## Calculated quantities

```
wavelength = 800.0 nm
a0 = 1.00, gamma0 = 50.0, flat cycles = 10
wave photon energy = 1.5498 eV
peak electric field = 4.0134e+12 V/m
mean intensity = 2.1378e+18 W/cm^2
M^2 = 1.5000, M = 1.22474, h = 99.9900
q = 0.81650, q^2 = 0.66667
wavelength in average rest frame = 9.7989 nm
eight, half-width along x = 1.2734 nm
eight, half-length along z = 0.1300 nm
ratio z extent / x extent = 0.10206
first line omega1/omega0 = 6665.33
n=1: zeta = 0.16667
n=1: lower Bessel J_0 = 0.993068
n=1: upper Bessel J_1 = 0.083044
n=1: difference = 0.910023
n=1: line energy = 10.3300 keV
n=1: strength g = 0.36806
n=1: photons/sr/unit bandwidth, formula = 671.338
n=1: same, integrated orbit = 671.338
n=1: relative recoil shift = 4.042e-04
n=3: zeta = 0.50000
n=3: lower Bessel J_1 = 0.242268
n=3: upper Bessel J_2 = 0.030604
n=3: difference = 0.211664
n=3: line energy = 30.9899 keV
n=3: strength g = 0.17921
n=3: photons/sr/unit bandwidth, formula = 326.869
n=3: same, integrated orbit = 326.869
n=3: relative recoil shift = 1.212e-03
n=5: zeta = 0.83333
n=5: lower Bessel J_2 = 0.081890
n=5: upper Bessel J_3 = 0.011542
n=5: difference = 0.070348
n=5: line energy = 51.6498 keV
n=5: strength g = 0.05499
n=5: photons/sr/unit bandwidth, formula = 100.294
n=5: same, integrated orbit = 100.294
n=5: relative recoil shift = 2.018e-03
lab: second line / first line on axis = 2.7e-28
off-axis angle in average rest frame = 0.50 rad
second line there, xz plane / on-axis first = 0.7618
second line there, yz plane / on-axis first = 0.0451
equivalent undulator period = 400.0 nm
undulator amplitude error, gamma 50 = 1.41e-04
undulator amplitude error, gamma 500 = 1.41e-06
relative energy loss per cycle = 4.635e-06
largest orbit error, three a0 values = 3.1e-10
largest line amplitude error = 4.1e-11
on-axis power sum, relative error = 1.3e-10
```
